# Differential capacitance of an inversion-layer potential drop from its charge centroid: a program that tests the result

```python
"""Capacitance of the potential drop made by an inversion layer.

Result under test: if the mean depth z_c of N electrons per area varies as
N**(-1/3), their electrostatic drop V obeys dN/dV = (3/2)*eps/z_c.
For a general slope s = dln(z_c)/dln(N), dN/dV = eps/(z_c*(1+s)).
Atomic units are used inside; eps = kappa/(4 pi), and depth is measured from
the insulator. Energies are measured from the band edge at the surface.
The silicon (100) parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

bohr_m = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = bohr_m * 1e9
per_cm2 = (bohr_m * 100) ** 2
cap_unit = const.e / hartree_ev / bohr_m**2 * 100      # microfarad/cm2
field_unit = hartree_ev / (bohr_m * 100) / 1e6         # MV/cm

kappa, kappa_ox = 11.7, 3.9
eps = kappa / (4 * np.pi)
eps_ox = kappa_ox / (4 * np.pi)
mass_long, mass_trans = 0.916, 0.19
# Each ladder: confinement mass, valley count, density-of-states mass.
ladders = [(mass_long, 2, mass_trans),
           (mass_trans, 4, np.sqrt(mass_long * mass_trans))]
sheet = 1e13 * per_cm2
depletion_sheet = 1e12 * per_cm2
acceptors = 1e17 * (bohr_m * 100) ** 3
depletion_width = depletion_sheet / acceptors
temperature = 300.0
thermal_energy = const.k * temperature / const.e / hartree_ev
barrier_ev, mass_ox, breakdown = 3.1, 0.5, 10.0

depth = np.linspace(0, 40 / bohr_nm, 1001)
spacing = depth[1] - depth[0]
assert depth[-1] < depletion_width
image_ratio = (kappa - kappa_ox) / (kappa + kappa_ox)


def electron_potential(density):
    """Integrate Poisson's equation twice, with zero field deep inside."""
    enclosed = cumulative_trapezoid(density, depth, initial=0)
    field = (enclosed[-1] - enclosed) / eps
    return cumulative_trapezoid(field, depth, initial=0)


def trial_decay(n, dep):
    return (12 * mass_long * (dep + 11 * n / 32) / eps) ** (1 / 3)


def trial_density(n, decay):
    return n * decay**3 / 2 * depth**2 * np.exp(-decay * depth)


def subbands(mass, potential, count):
    diagonal = 1 / (mass * spacing**2) + potential[1:-1]
    off = np.full(len(diagonal) - 1, -0.5 / (mass * spacing**2))
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, count - 1))
    profile = np.zeros((len(depth), count))
    profile[1:-1] = vector**2 / spacing
    return energy, profile


def solve(n, dep=0.0, thermal=False, exchange=False, image=False):
    """Self-consistent layer: one subband, or both ladders when thermal."""
    density = trial_density(n, trial_decay(n, dep))
    fixed = dep / eps * (depth - depth**2 / (2 * depletion_width))
    if image:
        fixed[1:] += image_ratio / (4 * kappa * depth[1:])
    for _ in range(500):
        potential = fixed + electron_potential(density)
        if exchange:
            potential -= (3 * density / (np.pi * 2)) ** (1 / 3) / kappa
        if thermal:
            levels, profiles, states = [], [], []
            for mass, valleys, dos_mass in ladders:
                energy, profile = subbands(mass, potential, 14)
                levels.append(energy)
                profiles.append(profile)
                states.append(np.full(14, valleys * dos_mass / np.pi))
            levels, states = np.concatenate(levels), np.concatenate(states)

            def filling(mu):
                return states * thermal_energy * np.logaddexp(
                    0, (mu - levels) / thermal_energy)

            low = levels.min() - 40 * thermal_energy
            high = levels.min() + 2 * n / states[0]
            fermi = brentq(lambda mu: filling(mu).sum() / n - 1, low, high,
                           xtol=1e-14)
            occupation = filling(fermi)
            new = np.hstack(profiles) @ occupation
            ground, share = levels[0], occupation[0] / n
        else:
            energy, profile = subbands(mass_long, potential, 1)
            new = n * profile[:, 0]
            ground, share = energy[0], 1.0
            fermi = ground + n * np.pi / (2 * mass_trans)
        change = trapezoid(abs(new - density), depth) / n
        if change < 1e-8:
            break
        density = 0.65 * density + 0.35 * new
    assert change < 1e-8, "self-consistency was not reached"
    return dict(centroid=trapezoid(depth * new, depth) / n,
                drop=electron_potential(new)[-1], ground=ground,
                fermi=fermi, share=share)


def response(**options):
    """Centre result and derivatives from separate solves at N +/- 5%."""
    lower, upper = 0.95 * sheet, 1.05 * sheet
    a, b = solve(lower, **options), solve(upper, **options)
    result = solve(sheet, **options)
    result["slope"] = np.log(b["centroid"] / a["centroid"]) / np.log(
        upper / lower)
    result["cap"] = (upper - lower) / (b["drop"] - a["drop"])
    result["cap_fermi"] = (upper - lower) / (b["fermi"] - a["fermi"])
    result["ground_rate"] = (b["ground"] - a["ground"]) / (upper - lower)
    result["drops"] = (a["drop"], b["drop"])
    result["factor"] = result["cap"] * result["centroid"] / eps
    return result


# One-subband limit: direct Poisson drop, scaling, and both derivatives.
ideal = response()
sparse, dense = solve(sheet / 2), solve(2 * sheet)
wide_slope = np.log(dense["centroid"] / sparse["centroid"]) / np.log(4)
rule_cap = 1.5 * eps / ideal["centroid"]
moment_drop = sheet * ideal["centroid"] / eps
# Grid spacing and the finite density step limit these comparisons.
assert abs(ideal["drop"] / moment_drop - 1) < 1e-3
assert abs(wide_slope + 1 / 3) < 2e-3
assert abs(ideal["cap"] / rule_cap - 1) < 3e-3
assert abs(ideal["ground_rate"] * sheet / ideal["ground"] - 2 / 3) < 3e-3
ideal_fermi_rate = (2 * ideal["ground"] / (3 * sheet)
                    + np.pi / (2 * mass_trans))
assert abs(ideal["cap_fermi"] * ideal_fermi_rate - 1) < 3e-3
assert ideal["fermi"] > ideal["drop"]


# Minimize the trial energy from its definition, with linear depletion drop.
def trial_energy(decay, dep):
    density = trial_density(sheet, decay) / sheet
    wave = np.sqrt(decay**3 / 2) * depth * np.exp(-decay * depth / 2)
    kinetic = trapezoid(np.gradient(wave, depth, edge_order=2)**2,
                        depth) / (2 * mass_long)
    pair = electron_potential(sheet * density)
    return kinetic + trapezoid(
        density * (pair / 2 + dep * depth / eps), depth)


for dep in (0.0, depletion_sheet):
    guess = trial_decay(sheet, dep)
    best = minimize_scalar(trial_energy, args=(dep,), method="bounded",
                           bounds=(guess / 2, guess * 2),
                           options={"xatol": 1e-8})
    assert abs(best.x / guess - 1) < 5e-3
trial_centroid = 3 / trial_decay(sheet, 0)
assert abs(trial_centroid / ideal["centroid"] - 1) < 0.12

# Depletion changes the exponent; the trial-state slope is approximate.
depleted = response(dep=depletion_sheet)
trial_slope = -(11 * sheet / 32) / (
    3 * (depletion_sheet + 11 * sheet / 32))
assert abs(depleted["slope"] - trial_slope) < 0.05
assert depleted["slope"] > -1 / 3 + 0.03
assert depleted["factor"] < 1.45

# Room-temperature layer with both ladders and fixed depletion charge.
warm = response(dep=depletion_sheet, thermal=True)
warm_rule = 1.5 * eps / warm["centroid"]
for case in (depleted, warm):
    general_cap = eps / (case["centroid"] * (1 + case["slope"]))
    assert abs(case["cap"] / general_cap - 1) < 3e-3

# Local exchange equals the exchange energy of an electron at k_F.
integral = quad(lambda x: x * np.log((1 + x) / (1 - x)), 0, 1)[0]
test_density = 1e-4
k_fermi = (3 * np.pi**2 * test_density / 2) ** (1 / 3)
local_exchange = (3 * test_density / (2 * np.pi)) ** (1 / 3)
assert abs(k_fermi * integral / np.pi / local_exchange - 1) < 1e-6
exchange = response(dep=depletion_sheet, exchange=True)


# Check the image strength through the two dielectric boundary conditions.
def potential_semi(z):
    return (1 / np.hypot(2, z - 3)
            + image_ratio / np.hypot(2, z + 3)) / kappa


def potential_oxide(z):
    return 2 / (kappa + kappa_ox) / np.hypot(2, z - 3)


step = 1e-4
semi_slope = (potential_semi(step) - potential_semi(-step)) / (2 * step)
oxide_slope = (potential_oxide(step) - potential_oxide(-step)) / (2 * step)
assert abs(potential_semi(0) - potential_oxide(0)) < 1e-12
assert abs(kappa * semi_slope - kappa_ox * oxide_slope) < 1e-7
image = solve(sheet, dep=depletion_sheet, image=True)

# Oxide penetration in the mean layer field, compared with a hard wall.
mean_field = (depletion_sheet + sheet / 2) / eps
fine = 0.01 / bohr_nm
position = (np.arange(1601) - 100) * fine
barrier = barrier_ev / hartree_ev
well = np.where(position < 0, barrier, mean_field * position)
well[100] = barrier / 2
link_mass = np.where((position[:-1] + position[1:]) < 0,
                     mass_ox, mass_long)
link = 0.5 / (link_mass * fine**2)
_, vector = eigh_tridiagonal(link[:-1] + link[1:] + well[1:-1],
                             -link[1:-1], select="i", select_range=(0, 0))
soft_centroid = np.sum(position[1:-1] * vector[:, 0]**2)
hard_energy = -ai_zeros(1)[0][0] * (
    mean_field**2 / (2 * mass_long)) ** (1 / 3)
penetration = 2 * hard_energy / (3 * mean_field) - soft_centroid
shift_formula = mass_ox / (mass_long * np.sqrt(2 * mass_ox * barrier))
# The formula neglects the level energy beside the barrier height.
assert abs(penetration / shift_formula - 1) < 0.1
oxide_field = (sheet + depletion_sheet) / eps_ox * field_unit


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (rough silicon (100) values)")
show("Inversion sheet density", sheet / per_cm2, "cm^-2")
show("Inversion charge magnitude", sheet / per_cm2 * const.e * 1e6, "uC/cm2")
show("Depletion sheet density", depletion_sheet / per_cm2, "cm^-2")
show("Acceptor density", acceptors / (bohr_m * 100)**3, "cm^-3")
show("Depletion width", depletion_width * bohr_nm, "nm")
show("Temperature of full model", temperature, "K")
print(f"Relative permittivity, silicon and oxide: {kappa}, {kappa_ox}")
print(f"Longitudinal, transverse mass: {mass_long}, {mass_trans} m_e")
print("ONE SUBBAND, NO DEPLETION")
show("Centroid", ideal["centroid"] * bohr_nm, "nm")
show("Trial-state centroid", trial_centroid * bohr_nm, "nm")
show("Centroid at half density", sparse["centroid"] * bohr_nm, "nm")
show("Centroid at double density", dense["centroid"] * bohr_nm, "nm")
show("Exponent over this range", wide_slope)
show("Drop from Poisson integration", ideal["drop"] * hartree_ev, "V", 5)
show("Drop from centroid", moment_drop * hartree_ev, "V", 5)
show("Drop at 0.95 N", ideal["drops"][0] * hartree_ev, "V", 6)
show("Drop at 1.05 N", ideal["drops"][1] * hartree_ev, "V", 6)
show("eps/z_c", eps / ideal["centroid"] * cap_unit, "uF/cm2")
show("Drop capacitance, finite difference", ideal["cap"] * cap_unit, "uF/cm2")
show("Drop capacitance, 3/2 rule", rule_cap * cap_unit, "uF/cm2")
show("Ground level", ideal["ground"] * hartree_ev, "eV")
show("Fermi level", ideal["fermi"] * hartree_ev, "eV")
show("Deep band edge", ideal["drop"] * hartree_ev, "eV")
show("Whole inversion capacitance", ideal["cap_fermi"] * cap_unit, "uF/cm2")
print("ONE SUBBAND WITH DEPLETION")
show("Centroid", depleted["centroid"] * bohr_nm, "nm")
show("Local exponent", depleted["slope"])
show("Trial-state exponent", trial_slope)
show("Factor C*z_c/eps", depleted["factor"])
print("BOTH LADDERS, DEPLETION, ROOM TEMPERATURE")
show("Centroid", warm["centroid"] * bohr_nm, "nm")
show("Lowest-subband share", 100 * warm["share"], "%")
show("Local exponent", warm["slope"])
show("Factor C*z_c/eps", warm["factor"])
show("Actual drop capacitance", warm["cap"] * cap_unit, "uF/cm2")
show("3/2 rule with this centroid", warm_rule * cap_unit, "uF/cm2")
show("Error of 3/2 rule", 100 * (warm_rule / warm["cap"] - 1), "%")
show("Whole inversion capacitance", warm["cap_fermi"] * cap_unit, "uF/cm2")
print("OTHER EFFECTS (one subband with depletion)")
show("Centroid with local exchange", exchange["centroid"] * bohr_nm, "nm")
show("Factor with local exchange", exchange["factor"])
show("Centroid with image repulsion", image["centroid"] * bohr_nm, "nm")
print(f"Oxide barrier and mass (rough): {barrier_ev} eV, {mass_ox} m_e")
show("Centroid shift by oxide penetration", -penetration * bohr_nm, "nm")
show("Shift from barrier formula", -shift_formula * bohr_nm, "nm")
show("Oxide field", oxide_field, "MV/cm")
show("Rough oxide breakdown field", breakdown, "MV/cm")
print("all good")
```

Printed output:

```
INPUTS (rough silicon (100) values)
Inversion sheet density: 1e+13 cm^-2
Inversion charge magnitude: 1.602 uC/cm2
Depletion sheet density: 1e+12 cm^-2
Acceptor density: 1e+17 cm^-3
Depletion width: 100 nm
Temperature of full model: 300 K
Relative permittivity, silicon and oxide: 11.7, 3.9
Longitudinal, transverse mass: 0.916, 0.19 m_e
ONE SUBBAND, NO DEPLETION
Centroid: 1.455 nm
Trial-state centroid: 1.521 nm
Centroid at half density: 1.833 nm
Centroid at double density: 1.155 nm
Exponent over this range: -0.3335
Drop from Poisson integration: 0.22501 V
Drop from centroid: 0.22501 V
Drop at 0.95 N: 0.217443 V
Drop at 1.05 N: 0.232443 V
eps/z_c: 7.121 uF/cm2
Drop capacitance, finite difference: 10.68 uF/cm2
Drop capacitance, 3/2 rule: 10.68 uF/cm2
Ground level: 0.1991 eV
Fermi level: 0.2621 eV
Deep band edge: 0.225 eV
Whole inversion capacitance: 8.185 uF/cm2
ONE SUBBAND WITH DEPLETION
Centroid: 1.318 nm
Local exponent: -0.2531
Trial-state exponent: -0.2582
Factor C*z_c/eps: 1.339
BOTH LADDERS, DEPLETION, ROOM TEMPERATURE
Centroid: 1.733 nm
Lowest-subband share: 68.91 %
Local exponent: -0.2952
Factor C*z_c/eps: 1.419
Actual drop capacitance: 8.482 uF/cm2
3/2 rule with this centroid: 8.969 uF/cm2
Error of 3/2 rule: 5.738 %
Whole inversion capacitance: 8.418 uF/cm2
OTHER EFFECTS (one subband with depletion)
Centroid with local exchange: 1.267 nm
Factor with local exchange: 1.339
Centroid with image repulsion: 1.387 nm
Oxide barrier and mass (rough): 3.1 eV, 0.5 m_e
Centroid shift by oxide penetration: -0.08801 nm
Shift from barrier formula: -0.08558 nm
Oxide field: 5.104 MV/cm
Rough oxide breakdown field: 10 MV/cm
all good
```
